# Spinor Spherical Harmonics and the Radial Dirac Equations

## The question

An electron moves in the field of a heavy nucleus. The field is the same in all directions, so the Dirac equation should reduce to equations in the distance $r$ alone. In the Schrödinger problem this is done by writing the wave function as a radial factor times $Y_{l\mu}$. For the Dirac electron that does not work: the kinetic term ties the spin to the momentum, and orbital angular momentum is not conserved. We need angular functions that already contain the spin, and we need to know how the kinetic term acts on them.

## Setting and conventions

We use atomic units, so that $c=1/\alpha$ with $\alpha$ the fine-structure constant. The Hamiltonian is

$$h=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2+V(r).$$

Here $V$ is real, local and central, and enters as the time component of the four-potential; there is no vector potential. In the standard representation, with $\psi=(\varphi,\chi)$ split into two two-component spinors, $h\psi=E\psi$ reads

$$(V+c^2)\varphi+c\,\boldsymbol\sigma\cdot\mathbf p\,\chi=E\varphi,\qquad
c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi+(V-c^2)\chi=E\chi. \tag{1}$$

$E$ includes the rest energy, and $\varepsilon=E-c^2$.

Let $\mathbf J=\mathbf L+\boldsymbol\sigma/2$. Any vector operator $\mathbf v$ built from $\mathbf r$ and $\mathbf p$ obeys $[L_i,v_j]=i\epsilon_{ijk}v_k$, and $[\sigma_i/2,\sigma_j]=i\epsilon_{ijk}\sigma_k$. Hence

$$[J_i,\sigma_jv_j]=i\epsilon_{ijk}\sigma_jv_k+i\epsilon_{ijk}\sigma_kv_j=0,$$

because exchanging the names $j$ and $k$ in the second term reverses its sign. Thus $\mathbf J$ commutes with $\boldsymbol\sigma\cdot\mathbf p$ and with $\boldsymbol\sigma\cdot\hat{\mathbf r}$. The angular functions should therefore have definite $j$ and $m$.

## Constructing the spinors

Take $Y_{l\mu}$ with the Condon–Shortley phase, so that $L_\pm Y_{l\mu}=\sqrt{l(l+1)-\mu(\mu\pm1)}\,Y_{l,\mu\pm1}$. For given $l$ and $m$, two products have $J_z=m$: $Y_{l,m-1/2}\chi_\uparrow$ and $Y_{l,m+1/2}\chi_\downarrow$. We diagonalize

$$\boldsymbol\sigma\cdot\mathbf L=\begin{pmatrix}L_z&L_-\\L_+&-L_z\end{pmatrix}$$

in this pair. Its matrix is

$$\begin{pmatrix}m-\tfrac12&s\\ s&-m-\tfrac12\end{pmatrix},\qquad
s^2=l(l+1)-(m-\tfrac12)(m+\tfrac12)=(l+\tfrac12)^2-m^2 .$$

Call the eigenvalue $w$ and put $a=w+\frac12$. The determinant condition is $(m-a)(-m-a)-s^2=0$, or $a^2=m^2+s^2=(l+\frac12)^2$. So $w=l$ or $w=-l-1$.

The first row, $(m-a)A+sB=0$, gives the ratio of the lower coefficient $B$ to the upper coefficient $A$:

$$w=l:\ \frac BA=\sqrt{\frac{l+\frac12-m}{l+\frac12+m}},\qquad
w=-l-1:\ \frac BA=-\sqrt{\frac{l+\frac12+m}{l+\frac12-m}} .$$

To identify $j$, use $J^2=L^2+\boldsymbol\sigma\cdot\mathbf L+\frac34$. For $w=l$ this is $(l+\frac12)(l+\frac32)$, so $j=l+\frac12$. For $w=-l-1$ it is $(l-\frac12)(l+\frac12)$, so $j=l-\frac12$.

Both cases are labelled by one nonzero integer $\kappa=-(w+1)$:

$$\kappa=-(l+1)\ \text{for}\ j=l+\tfrac12,\qquad \kappa=l\ \text{for}\ j=l-\tfrac12,\qquad |\kappa|=j+\tfrac12 .$$

Reversing the sign of $\kappa$ keeps $j$ and changes $l$ by one. The normalized spinors, written as (up, down), are

$$\Omega_{\kappa m}=\frac{1}{\sqrt{2l+1}}
\begin{pmatrix}\sqrt{l+m+\frac12}\;Y_{l,m-1/2}\\ \sqrt{l-m+\frac12}\;Y_{l,m+1/2}\end{pmatrix}\quad(\kappa<0), \tag{2}$$

$$\Omega_{\kappa m}=\frac{1}{\sqrt{2l+1}}
\begin{pmatrix}-\sqrt{l-m+\frac12}\;Y_{l,m-1/2}\\ \sqrt{l+m+\frac12}\;Y_{l,m+1/2}\end{pmatrix}\quad(\kappa>0). \tag{3}$$

At the edges $m=\pm(l+\frac12)$ just one product exists. There $\boldsymbol\sigma\cdot\mathbf L$ has the value $l$, so the state belongs to $\kappa<0$, and (2) gives it with coefficient 1.

The spinors are orthonormal on the sphere. For different $l$ or $m$ this follows from the $Y_{l\mu}$; for equal $l$ and $m$ the two coefficient vectors are orthogonal. They are also complete, since for each $l$ they span all products $Y_{l\mu}\chi_{\uparrow,\downarrow}$.

The eigenvalue equation fixes each spinor up to a phase. The signs in (2) and (3) are those of Clebsch–Gordan coefficients coupled in the order $(l,\frac12)$. They also give

$$J_+\Omega_{\kappa m}=\sqrt{j(j+1)-m(m+1)}\;\Omega_{\kappa,m+1}. \tag{4}$$

The magnitude is the usual one for angular momentum; the phase needs a check. The down part of $J_+\Omega_{\kappa m}$ is $B\,L_+Y_{l,m+1/2}$. Since $B$ is positive, this has the positive sign of the down part of $\Omega_{\kappa,m+1}$. The exception is $\kappa<0$ with $m+1=l+\frac12$, where that down part vanishes. There the up part is $A\,L_+Y_{l,m-1/2}+B\,Y_{l,m+1/2}$, with $B>0$ and $A\ge0$ ($A=0$ only for $l=0$), so its sign is positive, as required.

## The operator that carries the label

Define $K=\boldsymbol\sigma\cdot\mathbf L+1$. By construction

$$\boldsymbol\sigma\cdot\mathbf L\,\Omega_{\kappa m}=-(\kappa+1)\Omega_{\kappa m},\qquad K\Omega_{\kappa m}=-\kappa\,\Omega_{\kappa m}. \tag{5}$$

For operators $\mathbf A,\mathbf B$ that commute with the spin, $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$ gives

$$(\boldsymbol\sigma\cdot\mathbf A)(\boldsymbol\sigma\cdot\mathbf B)=\mathbf A\cdot\mathbf B+i\boldsymbol\sigma\cdot(\mathbf A\times\mathbf B), \tag{6}$$

with the order of $\mathbf A$ and $\mathbf B$ kept. Since $\mathbf L\times\mathbf L=i\mathbf L$, we get $(\boldsymbol\sigma\cdot\mathbf L)^2=L^2-\boldsymbol\sigma\cdot\mathbf L$. Therefore

$$K^2=L^2+\boldsymbol\sigma\cdot\mathbf L+1=J^2+\tfrac14,\qquad L^2=K^2-K .$$

The eigenvalue of $K$ thus determines both $j$ and $l$. Together with $m$ it selects one spinor, up to a phase.

## Proof of the angular identity

We now prove

$$\boldsymbol\sigma\cdot\hat{\mathbf r}\;\Omega_{\kappa m}=-\Omega_{-\kappa m}. \tag{7}$$

**The label is reversed.** Apply (6) in both orders. Because $\mathbf L$ is perpendicular to $\mathbf r$, $\hat{\mathbf r}\cdot\mathbf L=0$. Also $\mathbf L\cdot\hat{\mathbf r}=0$, since the commutator $[L_i,\hat r_i]=i\epsilon_{iik}\hat r_k$ vanishes. The cross products remain:

$$(\mathbf L\times\hat{\mathbf r})_i=\epsilon_{ijk}L_j\hat r_k
=\epsilon_{ijk}\hat r_kL_j+i\epsilon_{ijk}\epsilon_{jkn}\hat r_n
=-(\hat{\mathbf r}\times\mathbf L)_i+2i\hat r_i .$$

Adding the two orders,

$$\{\boldsymbol\sigma\cdot\hat{\mathbf r},\boldsymbol\sigma\cdot\mathbf L\}=i\boldsymbol\sigma\cdot(2i\hat{\mathbf r})=-2\,\boldsymbol\sigma\cdot\hat{\mathbf r}.$$

The 1 in $K$ contributes $+2\,\boldsymbol\sigma\cdot\hat{\mathbf r}$, so $\{\boldsymbol\sigma\cdot\hat{\mathbf r},K\}=0$. Hence

$$K(\boldsymbol\sigma\cdot\hat{\mathbf r}\,\Omega_{\kappa m})=-\boldsymbol\sigma\cdot\hat{\mathbf r}\,K\Omega_{\kappa m}=+\kappa\,(\boldsymbol\sigma\cdot\hat{\mathbf r}\,\Omega_{\kappa m}).$$

This is the $K$ eigenvalue of $\Omega_{-\kappa m}$, and $J_z$ is unchanged. So $\boldsymbol\sigma\cdot\hat{\mathbf r}\,\Omega_{\kappa m}=a\,\Omega_{-\kappa m}$. Because $\boldsymbol\sigma\cdot\hat{\mathbf r}$ is Hermitian with square 1, it preserves the norm, and $|a|=1$.

**The factor does not depend on $m$.** Apply $J_+$ to both sides. It commutes with $\boldsymbol\sigma\cdot\hat{\mathbf r}$, and the root in (4) is the same for $\kappa$ and $-\kappa$, which share $j$. So $a$ has one value for all $m$.

**The factor is $-1$.** Choose $m=\frac12$ and look at the north pole, where $Y_{l\mu}=\delta_{\mu0}\sqrt{(2l+1)/4\pi}$. The down part vanishes there. The up coefficient is $\sqrt{(l+1)/(2l+1)}$ for $\kappa<0$ and $-\sqrt{l/(2l+1)}$ for $\kappa>0$, so in both cases

$$\Omega_{\kappa,1/2}(\hat{\mathbf z})=-\operatorname{sgn}(\kappa)\sqrt{\frac{|\kappa|}{4\pi}}\;\chi_\uparrow .$$

At the pole $\boldsymbol\sigma\cdot\hat{\mathbf r}=\sigma_z$ leaves $\chi_\uparrow$ unchanged, while $\Omega_{\kappa,1/2}$ and $\Omega_{-\kappa,1/2}$ have opposite signs. So $a=-1$, which proves (7).

The lowest case can be seen directly. $\Omega_{-1,1/2}=(1,0)/\sqrt{4\pi}$ is turned into $(\cos\theta,\sin\theta\,e^{i\phi})/\sqrt{4\pi}$, and (3) with $l=1$ gives minus this spinor for $\Omega_{1,1/2}$.

The minus sign is a convention. Coupling in the order $(\frac12,l)$ reverses every spinor with $\kappa>0$ and leaves those with $\kappa<0$ alone. One side of (7) then changes sign, and the identity acquires a plus. The relative sign of the two radial functions below changes with it, so formulas from the two conventions must not be mixed.

## The kinetic term in spherical form

By (6), and with $\hat{\mathbf r}\times\mathbf p=\mathbf L/r$,

$$(\boldsymbol\sigma\cdot\hat{\mathbf r})(\boldsymbol\sigma\cdot\mathbf p)=\hat{\mathbf r}\cdot\mathbf p+i\boldsymbol\sigma\cdot(\hat{\mathbf r}\times\mathbf p)=-i\partial_r+\frac{i}{r}\boldsymbol\sigma\cdot\mathbf L .$$

Multiply from the left by $\boldsymbol\sigma\cdot\hat{\mathbf r}$, whose square is 1:

$$\boldsymbol\sigma\cdot\mathbf p=-i\,\boldsymbol\sigma\cdot\hat{\mathbf r}\left(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right). \tag{8}$$

Let this act on $(F/r)\Omega_{\kappa m}$ for any differentiable $F(r)$. The derivative gives $F'/r-F/r^2$. By (5) the second term gives $+(\kappa+1)F/r^2$. The pieces $\mp F/r^2$ cancel, which is the reason for taking out the factor $1/r$. Finally $-i\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\Omega_{\kappa m}=+i\,\Omega_{-\kappa m}$, so

$$\boldsymbol\sigma\cdot\mathbf p\,\frac Fr\Omega_{\kappa m}=\frac ir\left(F'+\frac{\kappa}{r}F\right)\Omega_{-\kappa m}. \tag{9}$$

## The radial pair

Equation (9) shows that an upper half with $\Omega_{\kappa m}$ couples to a lower half with $\Omega_{-\kappa m}$, and that the second is led back to the first. Since the spinors are complete, the full problem separates into such blocks. In each block write

$$\psi=\frac1r\begin{pmatrix}iP(r)\,\Omega_{\kappa m}\\ Q(r)\,\Omega_{-\kappa m}\end{pmatrix}. \tag{10}$$

For the upper half, (9) with $F=iP$ gives $i\cdot i=-1$. For the lower half, (9) is used with $-\kappa$ in place of $\kappa$:

$$\boldsymbol\sigma\cdot\mathbf p\,\varphi=-\frac1r\left(P'+\frac\kappa rP\right)\Omega_{-\kappa m},\qquad
\boldsymbol\sigma\cdot\mathbf p\,\chi=\frac ir\left(Q'-\frac\kappa rQ\right)\Omega_{\kappa m}.$$

Insert these in (1). The first equation has the common factor $(i/r)\Omega_{\kappa m}$ and the second $(1/r)\Omega_{-\kappa m}$. Neither spinor is zero, so for $r>0$ equation (1) holds if and only if

$$(V+c^2)P+c\left(Q'-\frac\kappa rQ\right)=EP,\qquad
-c\left(P'+\frac\kappa rP\right)+(V-c^2)Q=EQ .$$

Solve for the derivatives and use $E=\varepsilon+c^2$:

$$\boxed{P'=-\frac\kappa rP-\frac{\varepsilon-V+2c^2}{c}\,Q,\qquad
Q'=\frac\kappa rQ+\frac{\varepsilon-V}{c}\,P.} \tag{11}$$

The factor $i$ in (10) has made all coefficients real, so $P$ and $Q$ can be chosen real. In $\int\psi^\dagger\psi\,d^3r$ the volume factor $r^2$ cancels $1/r^2$ and the angular integrals are 1, so a bound state is normalized by $\int_0^\infty(P^2+Q^2)\,dr=1$. The quantum number $m$ has dropped out, so each level of given $\kappa$ holds $2j+1$ states with the same energy. Levels of different $\kappa$ can also coincide in special potentials: in the field of a point nucleus, 2s$_{1/2}$ ($\kappa=-1$) and 2p$_{1/2}$ ($\kappa=1$) have the same energy.

**Nonrelativistic limit.** Where $|\varepsilon-V|\ll2c^2$, the first equation gives $Q\approx-(P'+\kappa P/r)/2c$, so at radii comparable with the size of the orbital, and away from nodes of $P$, $Q/P$ is of order $p/2c$, where $p$ is the typical momentum. In a Coulomb field $p$ is proportional to $Z$, so there the ratio grows as $Z\alpha$. This is not a bound at every radius: for $\kappa>0$, where $P\propto r^{\kappa+1}$ at small $r$, the same formula gives $|Q/P|\approx(2\kappa+1)/2cr$, so $Q$ is as large as $P$ once $r$ falls to about $1/c$, even when $Z\alpha$ is small. Put the approximate $Q$ in the second equation:

$$-\frac12\left(\frac{d}{dr}-\frac\kappa r\right)\left(\frac{d}{dr}+\frac\kappa r\right)P=(\varepsilon-V)P .$$

The product of brackets is $P''-\kappa(\kappa+1)P/r^2$, and $\kappa(\kappa+1)=l(l+1)$ for either sign of $\kappa$. This is the radial Schrödinger equation, with no trace of $j$ at this order. Close to a point nucleus $|V|=Z/r$ grows without limit, and the approximation fails for $r\lesssim Z/2c^2$, whatever the energy.

**What the reduction needs.** A potential that depends on direction mixes different blocks, as does a uniform magnetic field in general. A Lorentz-scalar potential $\beta S(r)$ keeps the angular part intact but adds $+S$ in the upper equation and $-S$ in the lower, so (11) must be changed. The pair holds for $r>0$; behaviour at the origin has to be imposed separately.

## Worked example: 2p$_{3/2}$ at $Z=80$

Take one electron bound to a fixed point nucleus, $V=-Z/r$ with $Z=80$. Nuclear size, recoil and radiative corrections are left out. Try $P=Nr^\gamma e^{-\lambda r}$ and $Q=qP$ with constant $q$. Then $P'=(\gamma/r-\lambda)P$, and each equation in (11) splits into a $1/r$ part and a constant part:

$$\gamma+\kappa=-qZ\alpha,\qquad q(\gamma-\kappa)=Z\alpha,$$
$$\lambda=\frac{q(E+c^2)}{c},\qquad q\lambda=\frac{c^2-E}{c}.$$

Multiplying the first two gives $\gamma^2=\kappa^2-(Z\alpha)^2$. We take the positive root; for the present state the negative one makes the norm diverge at the origin. The first relation then gives $q=-(\gamma+\kappa)/Z\alpha$. A decaying function with $E>0$ needs $\lambda>0$, hence $q>0$, hence $\kappa<0$, and

$$q=\frac{|\kappa|-\gamma}{Z\alpha},\qquad q^2=\frac{(|\kappa|-\gamma)^2}{\kappa^2-\gamma^2}=\frac{|\kappa|-\gamma}{|\kappa|+\gamma}.$$

The last two relations give $q^2=(c^2-E)/(c^2+E)$. Comparing the two forms of $q^2$,

$$E=c^2\frac{\gamma}{|\kappa|},\qquad
\lambda=qc\left(1+\frac{\gamma}{|\kappa|}\right)=\frac{c(\kappa^2-\gamma^2)}{Z\alpha|\kappa|}=\frac{Z}{|\kappa|}.$$

For $\kappa=-2$ and weak coupling $P\to Nr^2e^{-Zr/2}$, the nonrelativistic 2p function; this is the 2p$_{3/2}$ state. The solution requires $Z\alpha<|\kappa|$, since otherwise $\gamma$ is not a positive real number.

**Energy.** With $Z\alpha=0.583788$,

$$\gamma=\sqrt{4-0.583788^2}=1.912901,\qquad q=\frac{2-1.912901}{0.583788}=0.1492,$$

and $\lambda=40$ bohr$^{-1}$. From $c^2=18778.87$ hartree, $E=18778.87\times1.912901/2=17961.06$ hartree. Thus $\varepsilon=-817.8$ hartree, or $-22.25$ keV. The nonrelativistic value $-Z^2/8=-800$ hartree is higher by 17.8 hartree, about 2.2% of 800. Expanding $\gamma$ gives the leading correction $-(Z^2/8)(Z\alpha)^2/16=-17.0$ hartree, which accounts for most of the difference.

The weight of the lower half is $q^2/(1+q^2)=(1-\gamma/2)/2=0.0218$, and quadrature of $Q^2$ gives the same.

**The radial pair at one point.** At $r=0.05$ bohr, $V=-1600$ hartree, $P=3.94442$ and $Q=0.588491$ (both in bohr$^{-1/2}$). In bohr$^{-3/2}$, the right-hand sides of (11) are

$$P'=\frac{2(3.94442)}{0.05}-\frac{(782.19+37557.73)(0.588491)}{137.036}=157.777-164.648=-6.871,$$

$$Q'=-\frac{2(0.588491)}{0.05}+\frac{782.1925(3.944424)}{137.036}=-23.540+22.515=-1.025 .$$

Numerical differentiation of $P$ and $Q$ gives $-6.871$ and $-1.025$.

**The angular identity at one point.** Let $m=\frac12$, $\theta=30^\circ$, $\phi=0$. Then (2) gives $\Omega_{-2,1/2}=(0.3455,-0.0997)$ and (3) gives $\Omega_{2,1/2}=(-0.2493,-0.2591)$. Acting on the first,

$$\begin{pmatrix}0.8660&0.5\\0.5&-0.8660\end{pmatrix}\begin{pmatrix}0.3455\\-0.0997\end{pmatrix}=\begin{pmatrix}0.2493\\0.2591\end{pmatrix}=-\Omega_{2,1/2}.$$

**The full equation.** The four-component function (10) can be assembled at this point and given to the original Hamiltonian, with Cartesian finite differences for the momentum. The functions $P$ and $Q$ come from (11), but the action of $h$ on $\psi$ is computed without (8) or (11). Dividing each component of $h\psi$ by the same component of $\psi$ and subtracting $c^2$ gives $-817.8075$ hartree four times, equal to $\varepsilon$ at the printed precision. The numerical check also tests the reduction for one trial pair $P$, $Q$ that does not solve (11) and a non-Coulomb $V$, at three points in space, for all $m$ with $|\kappa|\le3$.

## Numbers as computed

```
Largest error, orthonormality: 9e-16
Largest error, sigma.rhat identity: 3e-16
Largest error, full reduction: 2e-12
Number of (kappa, m) states tested: 24
Speed of light c: 137.035999 a.u.
Rest energy c^2: 18778.8651 hartree
Nuclear charge Z: 80
kappa: -2, m: 0.5
Z alpha: 0.583788
gamma: 1.912901
q = Q/P: 0.149196
lambda: 40.0000 1/bohr
E with rest energy: 17961.0576 hartree
eps = E - c^2: -817.8075 hartree
eps converted: -22.2537 keV
Nonrelativistic -Z^2/8: -800.0000 hartree
eps minus nonrelativistic: -17.8075 hartree
Normalization N: 8980.7903 a.u.
Weight of P by quadrature: 0.978225
Weight of Q by quadrature: 0.021775
Point r: 0.050 bohr
Point theta: 30.0 degrees, phi: 0 degrees
V(r): -1600.0000 hartree
P(r): 3.944424 bohr^-1/2
Q(r): 0.588491 bohr^-1/2
P' by differences: -6.87109 bohr^-3/2
P' from radial pair: -6.87109 bohr^-3/2
Q' by differences: -1.02514 bohr^-3/2
Q' from radial pair: -1.02514 bohr^-3/2
Omega(-2,1/2) up, down: 0.345494, -0.099736
Omega(+2,1/2) up, down: -0.249339, -0.259121
sigma.rhat Omega(-2,1/2) up, down: 0.249339, 0.259121
(H psi)/psi - c^2, component 1: -817.8075 hartree
(H psi)/psi - c^2, component 2: -817.8075 hartree
(H psi)/psi - c^2, component 3: -817.8075 hartree
(H psi)/psi - c^2, component 4: -817.8075 hartree
```
